# Why a perfectly absorbing contact doubles the mean carrier velocity

**Question.** In thermionic emission the current into a metal can be written as a carrier density times a collection velocity $v_R=\sqrt{kT/2\pi m}$. If the contact absorbs every carrier that reaches it, and the carriers at the interface form a half-Maxwellian with none returning, their mean velocity is $2v_R$. Where does the factor 2 come from, and does the current double with it?

## The mechanism: one stream, two densities

Let $x$ point from the semiconductor into the metal, and let the contact plane be the top of the barrier. In a full Maxwellian at this plane, half of the carriers move towards the metal and half move away. The collection velocity $v_R$ takes the stream carried by the first half and divides it by the density of both halves. The carriers moving away add to the density but not to the one-way stream.

Now remove the carriers moving away and leave the arriving ones untouched. The stream into the metal is the same as before, but the density is halved, so the stream per carrier present is doubled. No carrier has been accelerated, and the current has not changed. Two different densities have been used to describe one stream.

## The formula

Assume a parabolic band with mass $m$ along $x$, and occupations far below one, so that Boltzmann statistics hold. After integration over the transverse velocities, a full Maxwellian of density $n_f$ has the distribution

$$f(v)=n_f\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT},$$

where $v$ is the velocity along $x$. Since $v\,e^{-mv^2/2kT}$ is the derivative of $-(kT/m)\,e^{-mv^2/2kT}$, its integral from $0$ to $\infty$ is $kT/m$. The stream towards the metal is therefore

$$F_+=\int_0^\infty v f\,dv=n_f\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}=n_f\sqrt{\frac{kT}{2\pi m}}=n_f v_R .$$

The half-Maxwellian keeps $f(v)$ for $v>0$ and is zero for $v<0$. Because $f$ is even, its density is $n=n_f/2$. Its flux is still $F_+$, so

$$\langle v\rangle=\frac{F_+}{n}=\frac{n_fv_R}{n_f/2}=2v_R=\sqrt{\frac{2kT}{\pi m}} .$$

The factor 2 used only the equality of the populations at $v$ and $-v$ in the reference distribution. The Maxwellian form entered through the value of $v_R$.

**Emission from the metal.** A real metal also sends carriers back. Let $n_0$ be the interface density in equilibrium. There the distribution is a full Maxwellian. A perfectly absorbing contact reflects nothing, so the whole returning half must be emitted by the metal: it is the half-Maxwellian that belongs to density $n_0$. The metal stays in equilibrium under bias, so at a fixed barrier height this emission is unchanged. The arriving half belongs to $n_f$ and the returning half to $n_0$:

$$n=\frac{n_f+n_0}{2},\qquad F=v_R(n_f-n_0).$$

From the first relation $n_f=2n-n_0$, hence $n_f-n_0=2(n-n_0)$ and

$$F=v_R(n_f-n_0)=2v_R(n-n_0).$$

Both forms give the same current. The coefficient is $v_R$ when the density is that of the full-Maxwellian reference, and $2v_R$ when it is the density actually present.

Suppose the electron quasi-Fermi level is flat up to the contact. A forward bias $V$ then gives $n_f=n_0e^{qV/kT}$, and

$$\frac{F}{n}=2v_R\,\frac{e^{qV/kT}-1}{e^{qV/kT}+1}=2v_R\tanh\frac{qV}{2kT}.$$

The last step divides numerator and denominator by $e^{qV/2kT}$. At small bias the two streams nearly cancel and the mean velocity is about $v_R\,qV/kT$. It is $0.92\,v_R$ at $qV=kT$ and $1.93\,v_R$ at $qV=4kT$. The value $2v_R$ is thus the limit in which emission from the metal is negligible.

**Imperfect absorption.** Let a fraction $R$ of the arriving carriers be reflected, independently of their speed. The returning half now belongs to the density $Rn_f+(1-R)n_0$. The factor $1-R$ in the emission is required for the flux to vanish when $n_f=n_0$. Then

$$F=v_R\left[n_f-Rn_f-(1-R)n_0\right]=(1-R)\,v_R(n_f-n_0),$$

$$n-n_0=\frac{(1+R)n_f+(1-R)n_0}{2}-n_0=\frac{1+R}{2}(n_f-n_0).$$

Eliminating $n_f-n_0$ gives

$$F=2v_R\,\frac{1-R}{1+R}\,(n-n_0).$$

Under forward bias, where $n_f>n_0$, reflection acts twice: it lowers the flux and raises the density. At $R=1/3$ the coefficient has already fallen to $v_R$.

## Why the returning carriers are missing, and where

Consider carriers that climb the barrier without collisions from a thermal region at its foot, with emission from the metal neglected. At a point where the potential energy is $u\,kT$ below the top, some carriers lack the energy to pass. They turn round higher up and come back through the point. At the top itself nobody has yet to turn round.

Without collisions the phase-space density is constant along each trajectory. For the carriers that enter at the foot it depends only on total energy, and this remains true along every trajectory they follow. The local distribution is therefore part of a Maxwellian of density $n_fe^{u}$, with $n_f$ the reference density at the top. All velocities $v>0$ are filled. Returning velocities are filled up to $v_u=\sqrt{2ukT/m}$, because a faster returning carrier would have had to come over the top from the metal. With $t=v\sqrt{m/2kT}$, the returning fraction is

$$\int_0^{v_u}\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\frac{1}{\sqrt\pi}\int_0^{\sqrt u}e^{-t^2}dt=\frac12\,\mathrm{erf}\sqrt u .$$

The density is $n(u)=\tfrac12 n_fe^{u}(1+\mathrm{erf}\sqrt u)$. The steady flux is the same at every point, $n_fv_R$, so

$$\langle v\rangle(u)=2v_R\,\frac{e^{-u}}{1+\mathrm{erf}\sqrt u}.$$

This is $2v_R$ at $u=0$, but $1.35\,v_R$ at $u=0.1$ and $0.40\,v_R$ at $u=1$. Adding up the times that injected carriers spend near each point gives the same values. The initial fall is steep because $\mathrm{erf}\sqrt u\approx2\sqrt{u/\pi}$ for small $u$: even slightly below the top, the slowest carriers turn back, and slow carriers weigh heavily in a density. The doubled velocity belongs to the barrier top, not to the region in front of it.

## A second limit: arrival through a scattering region

The half-Maxwellian is itself an assumption about how carriers arrive. The opposite limit is a field-free region, many free paths thick, in front of an absorbing surface. Let collisions occur at a constant rate $1/\tau$, each giving the carrier a fresh velocity from the normalized Maxwellian $M(v)$. Write $f=M\phi$, let $\langle\cdot\rangle$ denote the average over $M$, and let a prime denote the derivative with respect to $\xi=x/\tau$. The steady transport equation is

$$v\,\phi'=n-\phi,\qquad n=\langle\phi\rangle .$$

Averaging it gives $\langle v\phi'\rangle=0$, so the flux $F=\langle v\phi\rangle$ is constant. Far from the surface the solution is $\phi=a+c(v-\xi)$: both sides of the equation then equal $-cv$. Its flux is $F=c\langle v^2\rangle=c\,kT/m$.

To connect this region with the surface, put $g=\phi'$. Differentiating the transport equation gives $vg'(v)=n'-g(v)$, and, at the opposite velocity, $-vg'(-v)=n'-g(-v)$. Define $Q=\langle v^2g(v)g(-v)\rangle$. Then

$$Q'=\langle v\,[n'-g(v)]\,g(-v)\rangle-\langle v\,g(v)\,[n'-g(-v)]\rangle .$$

The products $g(v)g(-v)$ cancel. Since $\langle vg(-v)\rangle=-\langle vg(v)\rangle$, what remains is $Q'=-2n'\langle vg\rangle$. This vanishes because $\langle vg\rangle=F'=0$, so $Q$ has the same value everywhere.

Far away $g=-c$ and $Q=c^2kT/m$. At the surface, where the density is $n_s$, the transport equation gives $vg(v)=n_s-\phi(v)$ and $-vg(-v)=n_s-\phi(-v)$. Multiplying these and averaging,

$$-Q=\langle[n_s-\phi(v)][n_s-\phi(-v)]\rangle=n_s^2-2n_s^2+\langle\phi(v)\phi(-v)\rangle=-n_s^2 .$$

The last average is zero because one of $v$ and $-v$ always points out of the absorber, where $\phi=0$. Hence $n_s=c\sqrt{kT/m}$ and

$$\frac{F}{n_s}=\sqrt{\frac{kT}{m}}=\sqrt{2\pi}\,v_R\approx2.51\,v_R .$$

A numerical solution of the transport equation with 24 discrete velocities also gives $2.5066\,v_R$.

There are no returning carriers here either, yet the factor is not 2. In one collision time a fast carrier travels farther, so it arrives from deeper in the region, where the density is higher. Fast carriers are therefore over-represented compared with a half-Maxwellian. Perfect absorption removes the returning half, but it does not by itself make the arriving half Maxwellian.

## Which velocity belongs in a drift-diffusion calculation

Let $U(x)$ be the potential energy, $D$ the diffusivity and $n_i$ the interface density in a drift-diffusion model. With the Einstein relation, the flux towards the metal is

$$F=-D\left(n'+\frac{nU'}{kT}\right)=-D\,e^{-U/kT}\left(n\,e^{U/kT}\right)' ,$$

where the prime now means $d/dx$. Multiply by $e^{U/kT}$, integrate from the bulk to the contact, and divide by $e^{U_{top}/kT}$:

$$F\int e^{-(U_{top}-U)/kT}dx=D\,(n_{flat}-n_i).$$

Here $n_{flat}$ is the interface density that a flat quasi-Fermi level would give. The integral is an effective length $\ell$, roughly the distance over which the barrier drops by $kT$. With $v_D=D/\ell$ this reads $F=v_D(n_{flat}-n_i)$. Neglect emission from the metal and impose $F=v\,n_i$ at the contact. Then $n_i=F/v$, and

$$F=n_{flat}\,\frac{v\,v_D}{v+v_D}.$$

If $v_D\gg v$, the flux tends to $n_{flat}v$. In this limit the model fills the interface with the full-Maxwellian density, $n_i\approx n_{flat}=n_f$, although half of those carriers are absent. The matching velocity is $v_R$, and inserting $2v_R$ would double the current wrongly. If $v_D\ll v$, the flux tends to $n_{flat}v_D$ and the choice hardly matters. Changing $v_R$ to $2v_R$ raises the flux by a factor 1.98 at $v_D=100\,v_R$, but by only 0.5 % at $v_D=0.01\,v_R$.

## The number: a silicide contact on silicon

Take a contact in the regime of nickel silicide on n-type (100) silicon, with rough typical parameters: effective barrier 0.65 eV at the operating bias, doping $10^{16}$ cm$^{-3}$, mobility 1200 cm²/Vs, forward bias 0.20 V and 300 K, so that $kT=25.85$ meV.

Silicon has six equally filled valleys. Two have the longitudinal mass $0.92\,m_0$ along the normal, and four have the transverse mass $0.19\,m_0$. Their collection velocities are $2.805\times10^6$ and $6.172\times10^6$ cm/s, so

$$v_R=\frac{2(2.805)+4(6.172)}{6}\times10^6=5.05\times10^6\ \text{cm/s}.$$

With the effective density of states $N_c=2.744\times10^{19}$ cm$^{-3}$, the densities are

$$n_0=N_ce^{-0.65/0.02585}=3.30\times10^{8}\ \text{cm}^{-3},\qquad n_f=n_0e^{0.20/0.02585}=7.56\times10^{11}\ \text{cm}^{-3}.$$

The density actually present is $n=(n_f+n_0)/2=3.78\times10^{11}$ cm$^{-3}$. The current density follows from either description:

$$J=q\,v_R(n_f-n_0)=q\,(2v_R)(n-n_0)=0.61\ \text{A/cm}^2 .$$

The mean velocity is $J/qn=1.01\times10^7$ cm/s, or 101 km/s, which is $1.998\,v_R$. The small shortfall from 2 is emission from the metal, with $n_0/n_f=4.4\times10^{-4}$. The occupation at the barrier top is $2.8\times10^{-8}$, so Boltzmann statistics are safe.

The velocity also fixes the Richardson constant. For $V=0$ the one-way current is $qN_cv_Re^{-q\phi/kT}$, with $q\phi$ the barrier, and comparison with $A^*T^2e^{-q\phi/kT}$ gives $A^*=qN_cv_R/T^2=247$ A/(cm² K²). Counting transverse states instead gives the same one-way flux. This is the value for a perfect absorber. The effective constant usually used for Schottky diodes on n-type silicon is only about 110 A/(cm² K²), which at the same barrier would give about 0.27 A/cm² instead of 0.61.

## How far a real contact departs from this

The peak field is 0.026 MV/cm when computed from the effective barrier; the barrier before image-force lowering would give about 4 % more. If the rounding of the barrier top by the image force is ignored, a drop of $0.1\,kT$ takes about 1 nm. In the collisionless model the mean velocity has already fallen to $1.35\,v_R$ at that distance from a sharp barrier top.

Scattering in the barrier is modest. The effective length is $\ell=10.7$ nm, against a free path of about 37 nm estimated from the mobility. The drift-diffusion formula, stretched here because $\ell$ is below a free path, gives $v_D=2.9\times10^7$ cm/s and, as a rough estimate, a current reduced by the factor $v_D/(v_R+v_D)=0.85$. Using $2v_R$ in its place would raise the drift-diffusion current by a factor 1.74. Since $\ell$ is shorter than the free path but not much shorter, the half-Maxwellian is an approximation here. A kinetic estimate with a uniform slope, a sharp barrier top and a constant collision rate gives, with the six valleys and a slope of $kT/\ell$, a current factor of about 0.91 instead of 0.85, and a mean velocity about 4 % above $2v_R$.

Image-force lowering is 17.9 meV. It is already included in the effective barrier. Had 0.65 eV been the height before lowering, the current would be 2.0 times larger, but $n_0$ and $n_f$ would grow together and the velocity ratio would stay the same. The image force also rounds the barrier top. This lengthens the distance for a drop of $0.1\,kT$ from 1 nm to about 2.4 nm, and $\ell$, counted from the top into the semiconductor, from 10.7 nm to between 13 and 14 nm (15 to 16 nm with the metal side of the top included); the figures above leave this out. For tunnelling through a sharp triangular barrier, the WKB exponential with the light mass and the peak field throughout gives about 40 % extra current. This is a rough estimate: the exponential leaves out a prefactor that depends on the carrier velocity in the metal, and a sharp triangle is not the shape of an image-lowered barrier. For the rounded top, taken as a parabola of frequency $\omega$, tunnelling below the top and reflection above it together multiply the current by $u/\sin u$ with $u=\hbar\omega/2kT$, which is only about 1.04 for the light mass and 1.01 for the heavy mass.

The most exposed assumption is perfect absorption. Model the interface as a sharp step into a free-electron metal whose band bottom lies 10 eV below the Fermi level. Let $v_1$ and $v_2$ be the normal velocities on the two sides, and $r$ and $t$ the reflected and transmitted amplitudes. Continuity of the wave and of its slope divided by the mass gives $1+r=t$ and $v_1(1-r)=v_2t$, hence

$$R=r^2=\left(\frac{v_2-v_1}{v_2+v_1}\right)^2 .$$

Slow thermal carriers meet much faster metal states, so $R$ is large. Averaged over the arriving carriers, 29 % of the flux is transmitted, and the mean velocity falls to $0.32\,v_R$ instead of $2v_R$. This estimate leaves out the image potential, the conservation of transverse momentum and the interference between incident and reflected waves. A gradual potential would probably reflect less, but that has not been calculated. The step shows how strongly the factor 2 depends on absorption; it is not a prediction for nickel silicide.

The example describes a rectifying contact on lightly doped silicon. Low-resistance source and drain contacts are doped several orders of magnitude more heavily. Their barriers are thin enough for tunnelling to carry most of the current, and a velocity at the barrier top no longer describes them. The numerical output below lists most of the values used here.

## Calculated quantities

```
GENERAL RESULTS (velocities in units of v_R)
full Maxwellian, one-way flux/density: 1.0000
half-Maxwellian, flux/density: 2.0000
mean velocity at qV/kT = 0.5: 0.4898
mean velocity at qV/kT = 1.0: 0.9242
mean velocity at qV/kT = 2.0: 1.5232
mean velocity at qV/kT = 4.0: 1.9281
mean velocity with reflection 1/3: 1.0000
collisionless climb, 0.0 kT below top: 2.0000
collisionless climb, 0.1 kT below top: 1.3452
collisionless climb, 0.5 kT below top: 0.7209
collisionless climb, 1.0 kT below top: 0.3993
collisionless climb, 3.0 kT below top: 0.0501
field-free scattering region: 2.5066
v_D/v_R = 0.01: flux(2v_R)/flux(v_R) = 1.0050
v_D/v_R = 1: flux(2v_R)/flux(v_R) = 1.3333
v_D/v_R = 100: flux(2v_R)/flux(v_R) = 1.9804
SILICON (100) EXAMPLE: inputs
temperature: 300 K; kT: 25.85 meV
effective barrier: 0.65 eV; forward bias: 0.20 V
doping: 1.0e+16 cm^-3; permittivity: 11.7
masses: long. 0.92, transv. 0.19 electron masses
mobility: 1200 cm2/Vs
SILICON (100) EXAMPLE: results
v_R, 2 valleys of normal mass 0.92: 2.805e+06 cm/s
v_R, 4 valleys of normal mass 0.19: 6.172e+06 cm/s
N_c: 2.744e+19 cm^-3
Richardson constant: 246.6 A/(cm2 K2)
v_R, valley average: 5.049e+06 cm/s
mean velocity at contact: 1.009e+07 cm/s
mean velocity / v_R: 1.9983
n_0: 3.303e+08 cm^-3
n_f (full-Maxwellian reference): 7.563e+11 cm^-3
n (true density): 3.783e+11 cm^-3
current density: 0.612 A/cm2
SILICON (100) EXAMPLE: neglected effects
metal emission n_0/n_f: 4.37e-04
occupation at barrier top: 2.76e-08
band bending: 0.245 eV; peak field: 0.0261 MV/cm
image lowering: 17.9 meV
current factor of that lowering: 2.00
top kT layer: 10.7 nm; free path: 37.3 nm
v_D: 2.908e+07 cm/s
current factor from scattering: 0.852
current error factor if 2v_R is misused: 1.742
tunnelling, upper estimate: 41 % extra current
metal band bottom below Fermi level: 10 eV
sharp step, transmitted flux fraction: 0.288
sharp step, mean velocity / v_R: 0.316
```
